# Lampert's exact current-voltage curve for a trap-free film with background carriers

## Result

A film of thickness $L$ carries electrons from an injecting cathode at $x=0$ to an anode at $x=L$. Without injection it holds $n_0$ mobile electrons per volume, whose charge is compensated by a uniform fixed positive charge. Let $n(x)$ be the electron density under current and define

$$u=\frac{n_0}{n(L)},\qquad 0<u<1 .$$

In Gaussian units, with mobility $\mu$ and dielectric constant $\kappa$, the current density and voltage are

$$J=\frac{J_1}{w(u)},\qquad V=V_1\,\frac{v(u)}{w(u)^2},$$

$$J_1=\frac{4\pi e^2n_0^2\mu L}{\kappa},\qquad V_1=\frac{4\pi e n_0L^2}{\kappa},$$

$$w=-u-\ln(1-u),\qquad v=-u-\frac{u^2}{2}-\ln(1-u).$$

As $u$ runs from 1 to 0, the curve passes from Ohm's law to the Mott–Gurney law. It is exact within the drift model stated next. Replacing $\kappa/4\pi$ by $\kappa\varepsilon_0$ gives the SI form. Neither $\hbar$ nor $m$ appears, since the transport is classical and $\mu$ is given.

## Model and signs

The state is steady and one-dimensional, $\mu$ is constant, and there are no traps and no diffusion. The electric field points towards the cathode, so we write $E_x=-F$ with $F\ge0$. The charge density is $e(n_0-n)$, and Gauss's law $dE_x/dx=4\pi e(n_0-n)/\kappa$ becomes

$$\frac{dF}{dx}=\frac{4\pi e}{\kappa}(n-n_0).$$

Only the excess over the compensated background produces a field gradient. All mobile electrons carry current, however, so

$$J=en\mu F,\qquad V=\int_0^LF\,dx,$$

where $J$ and $V$ are positive magnitudes. Steady state makes $J$ independent of $x$.

An ideal injecting contact is a reservoir of unlimited density. Since $F(0)=J/[e\mu n(0)]$, letting $n(0)\to\infty$ at fixed $J$ gives the boundary condition $F(0)=0$.

## Integration of the equations

Define the local ratio

$$U(x)=\frac{n_0}{n(x)}=\frac{en_0\mu F(x)}{J}.$$

It vanishes at the cathode and equals $u$ at the anode. Insert $F=JU/(en_0\mu)$ and $n=n_0/U$ into Gauss's law:

$$\frac{J}{en_0\mu}\frac{dU}{dx}=\frac{4\pi en_0}{\kappa}\,\frac{1-U}{U}.$$

Solving for $dx$ gives

$$dx=A\,\frac{U\,dU}{1-U},\qquad A=\frac{\kappa J}{4\pi e^2n_0^2\mu}.$$

The constant $A$ is a length. Since $U/(1-U)=-1+1/(1-U)$, integration from the cathode yields

$$x=A\,[-U-\ln(1-U)]=A\,w(U).$$

The logarithm diverges at $U=1$, so a film of finite thickness always has $u<1$: the density stays above $n_0$. At the anode $L=A\,w(u)$, and solving for $J$ gives $J=J_1/w(u)$.

For the voltage,

$$V=\int_0^LF\,dx=\frac{JA}{en_0\mu}\int_0^u\frac{U^2}{1-U}\,dU .$$

The identity $U^2/(1-U)=-U-1+1/(1-U)$ makes the integral equal to $v(u)$. Therefore

$$V=\frac{\kappa J^2}{4\pi e^3n_0^3\mu^2}\,v(u).$$

Substituting $J=J_1/w$, the prefactor becomes

$$\frac{\kappa}{4\pi e^3n_0^3\mu^2}\,\frac{16\pi^2e^4n_0^4\mu^2L^2}{\kappa^2w^2}=\frac{V_1}{w^2},$$

which completes the derivation.

Direct numerical integration of the drift and Gauss equations, at $u=0.05$, $0.3$, $0.7$, $0.95$ and $0.9999$, reproduces the voltage and the anode ratio with a largest relative difference of $1.4\times10^{-11}$.

## What the parameter measures

The transit time of an electron is $t=\int_0^L dx/(\mu F)$. With the expressions for $dx$ and $F$,

$$t=\frac{Aen_0}{J}\int_0^u\frac{dU}{1-U}=-\tau_d\ln(1-u),\qquad \tau_d=\frac{\kappa}{4\pi en_0\mu}.$$

Here $\tau_d$ is the dielectric relaxation time of the background. Hence

$$u=1-e^{-t/\tau_d}.$$

If the transit is slow compared with $\tau_d$, the background screens the injected charge over most of the film and $u$ is near 1. If it is fast, injected charge fills the film and $u$ is small.

The profile follows from $x=A\,w(U)$ and $L=A\,w(u)$: the ratio $U$ is reached at $x/L=w(U)/w(u)$.

## Voltage as an explicit function of current

Let $j=J/J_1=1/w$ and $\phi=V/V_1=v/w^2$. Since $v=w-u^2/2$,

$$\phi=j-\frac{j^2u^2}{2}.$$

This relation also follows directly from Gauss's law. With $\xi=x/L$ and $f=FL/V_1$, we have $f=jU$ and $df/d\xi=j/f-1$. Multiplication by $f$ and integration across the film give $f(1)^2/2=j-\phi$, with $f(1)=ju$.

To eliminate $u$, set $y=1-u$. Then $w=y-1-\ln y$, so $ye^{-y}=e^{-1-w}$, or

$$(-y)e^{-y}=-e^{-1-w}.$$

Because $-1<-y<0$, the solution is the principal Lambert function $W_0$, defined by $W_0(z)e^{W_0(z)}=z$:

$$u=1+W_0\!\left(-e^{-1-1/j}\right).$$

A given current thus yields the voltage without root finding. At very large $j$ the argument approaches the branch point $-1/e$ and double precision loses accuracy (relative error near $10^{-4}$ at $j\approx2\times10^8$); the high-voltage series below is then preferable. For a given voltage, one solves $v/w^2=\phi$ for $u$.

## One current for each voltage

The derivatives are $w'=u/(1-u)$ and $v'=u^2/(1-u)=uw'$. Hence

$$\frac{d\ln j}{du}=-\frac{w'}{w},\qquad
\frac{d\ln\phi}{du}=\frac{uw'}{v}-\frac{2w'}{w}=-\frac{w'(2v-uw)}{vw}.$$

Their quotient is the logarithmic slope

$$s=\frac{d\ln J}{d\ln V}=\frac{v}{2v-uw}.$$

The expansion $-\ln(1-u)=\sum_{k\ge1}u^k/k$ gives

$$w=\sum_{k\ge2}\frac{u^k}{k},\qquad v=\sum_{k\ge3}\frac{u^k}{k},\qquad uw=\sum_{k\ge3}\frac{u^k}{k-1}.$$

Three combinations then have definite signs:

$$2v-uw=\sum_{k\ge3}\frac{k-2}{k(k-1)}u^k>0,$$

$$uw-v=\sum_{k\ge3}\frac{u^k}{k(k-1)}>0,$$

$$3v-2uw=\sum_{k\ge3}\frac{k-3}{k(k-1)}u^k>0.$$

The first shows that $\phi$ falls steadily as $u$ rises, from infinity at $u\to0$ to zero at $u\to1$. Each positive voltage therefore has one $u$ and one current. The second gives $2v-uw<v$, so $s>1$. The third gives $v<2(2v-uw)$, so $s<2$. In this model the slope lies strictly between the ohmic and Mott–Gurney values at any finite positive voltage.

## Low voltage

From the definition of $w$, $1-u=e^{-w-u}$. When $w$ is large, this is close to $e^{-1-w}$ and exponentially small. Setting $u=1$ in the relation between $\phi$ and $j$ gives

$$\phi\simeq j-\frac{j^2}{2},\qquad j\simeq1-\sqrt{1-2\phi}=\phi+\frac{\phi^2}{2}+\cdots .$$

The root is the one that vanishes with the voltage. Since $J_1/V_1=en_0\mu/L$,

$$J\simeq\frac{en_0\mu V}{L}\left(1+\frac{V}{2V_1}\right).$$

The leading term is Ohm's law. The correction comes from the accumulation near the cathode, which lowers the resistance: in $\phi\simeq j(1-j/2)$ the film behaves as if shortened by $jL/2=A/2$. At $\phi=0.1$ the square-root formula differs from the full current by a relative $3.3\times10^{-6}$. It requires $w\gg1$ and must not be carried towards $\phi=1/2$.

## High voltage

For small $u$ the series give

$$w=\frac{u^2}{2}\left(1+\frac{2u}{3}+\frac{u^2}{2}+\cdots\right),\qquad
v=\frac{u^3}{3}\left(1+\frac{3u}{4}+\frac{3u^2}{5}+\cdots\right).$$

Inverting $w$, and then forming $\phi=vj^2$,

$$j=\frac{2}{u^2}\left(1-\frac{2u}{3}-\frac{u^2}{18}+\cdots\right),$$

$$\phi=\frac{4}{3u}\left(1-\frac{7u}{12}-\frac{u^2}{15}+\cdots\right).$$

Squaring the second expression,

$$\frac98\phi^2=\frac{2}{u^2}\left(1-\frac{7u}{6}+\frac{149u^2}{720}+\cdots\right).$$

Subtraction leaves

$$j-\frac98\phi^2=\frac1u-\frac{21}{40}+O(u),\qquad
\frac34\phi=\frac1u-\frac{7}{12}+O(u).$$

The difference of the constants is $7/12-21/40=7/120$. Since $u=O(1/\phi)$,

$$j=\frac98\phi^2+\frac34\phi+\frac{7}{120}+O(1/\phi).$$

In physical units, with $J_1/V_1^2=\kappa\mu/(4\pi L^3)$,

$$J=\frac{9\kappa\mu V^2}{32\pi L^3}+\frac34\,\frac{en_0\mu V}{L}+\frac{7}{120}J_1+\cdots .$$

The first term is the Mott–Gurney law and does not contain $n_0$. The next one is three quarters of the ohmic current, not all of it. On a sampled range $1\le\phi\le100$, the three terms are within 0.44% of the full current.

## The crossover

Ohm's law $j=\phi$ and the Mott–Gurney law $j=9\phi^2/8$ meet at $\phi=8/9$, or

$$V_\times=\frac{32\pi en_0L^2}{9\kappa}.$$

The mobility cancels. Within this model, $V_\times$ therefore gives $n_0$ if $L$ and $\kappa$ are known and both limiting lines can be identified.

The true current at $V_\times$ is 1.805 times the value of either law, so neither describes the crossover. Their sum is a better estimate but too large: on the sampled range $0.03\le\phi\le100$ its greatest excess over the true current is 11.7%, near $\phi=0.525$.

## Worked example

Take $L=300$ nm, $\kappa=4$, $\mu=10^{-3}$ cm²/Vs, $n_0=10^{16}$ cm⁻³ and $T=300$ K. Then

$$V_1=4.071\ \text{V}\ (0.01358\ \text{statvolt}),\qquad J_1=0.2174\ \text{A/cm}^2.$$

At 4 V, $\phi=4/4.0714=0.9825$. Solving $v/w^2=\phi$ gives $u=0.7125$, for which

$$w=-0.7125+1.2466=0.5341,$$

$$v=0.53408-\frac{0.71252^2}{2}=0.2802.$$

The current density is

$$J=\frac{0.2174}{0.5341}=0.407\ \text{A/cm}^2.$$

The anode density is $n_0/u=1.40\times10^{16}$ cm⁻³. The anode field is $(V_1/L)(u/w)=0.181$ MV/cm, above the mean field $V/L=0.133$ MV/cm because the field rises from zero at the cathode. The density has fallen to $2n_0$ at $x=L\,w(1/2)/w(u)=108.5$ nm. The transit time is $-\ln(1-u)=1.25$ relaxation times, so injection and screening are both important.

| $V$ (V) | $J$ (A/cm²) | $u$ | slope $s$ |
|---:|---:|---:|---:|
| 0.5 | 0.0286 | 0.9998 | 1.08 |
| 1 | 0.0621 | 0.989 | 1.18 |
| 2 | 0.148 | 0.907 | 1.35 |
| 4 | 0.407 | 0.713 | 1.56 |
| 8 | 1.277 | 0.476 | 1.73 |

The limiting laws cross at 3.62 V. Even at 8 V the slope is well below 2, although the film has no traps and a constant mobility.

## Comparison with a real film

These parameters are rough values for the regime of an electron-only diode made of lightly n-doped PCBM, a fullerene derivative. Mobility and doping vary with preparation, and the calculated currents are not measurements. With each effect taken alone, the largest of the changes estimated here and in the next section at 4 V and 8 V comes from a mobility that grows with field; at 1 V diffusion matters more. With $\mu(F)=\mu\exp(\gamma\sqrt F)$, an assumed $\gamma=10^{-3}$ (cm/V)$^{1/2}$ and the zero-field mobility held fixed, the current is multiplied by 1.39 at 4 V and 1.57 at 8 V. A constant-mobility fit to such a film would not return its zero-field mobility. In disordered organic films the mobility can also depend on carrier density, an effect not estimated here.

## Other limits of validity

**Diffusion.** Adding diffusion with the Einstein relation, and fixing the density at both contacts at $10^{18}$ cm⁻³, raises the current above Lampert's by 24% at 1 V, 16% at 4 V and 10% at 8 V. These figures depend on the contacts: with a contact density ten times higher they become 28%, 19% and 14%. The ohmic range is affected too. At 0.05 V the excess for the original contacts is 32%, so the low-voltage slope would overestimate $n_0$ even if $\mu$ were known. At 1 V the applied voltage is already about 39 times the thermal voltage of 25.85 mV, so $eV\gg k_BT$ does not by itself ensure accuracy at the percent level. Reducing the thermal voltage to a quarter at 8 V, with mobility and contact densities held fixed, lowers the excess to 3.7%. This identifies diffusion as the main cause of the difference there. Equal contacts have no built-in voltage; unequal ones need a separate treatment.

**Traps.** If deep traps of density $N_t<n_0$ are filled throughout the film, their charge changes Gauss's law to $dF/dx=(4\pi e/\kappa)[n-(n_0-N_t)]$. Lampert's result then holds with $n_0$ replaced by $n_0-N_t$. For $N_t=10^{15}$ cm⁻³ the current at 4 V falls by 4.4%. Partly filled traps, or $N_t\ge n_0$, lie outside this replacement.

**Heating.** For a disc of radius $a$ on thick glass of heat conductivity $K$, with uniform power density $JV$, summing the point-source temperatures $dP/(2\pi Kr)$ gives the rise at the centre:

$$\Delta T=\int_0^a\frac{JV}{2\pi Kr}\,2\pi r\,dr=\frac{JVa}{K}.$$

With $a=0.10$ mm and $K=1$ W/(m K), this is 1.6 K at 4 V and 10 K at 8 V. For a mobility activation energy of 0.20 eV, the mobility would rise by 4% and 29% respectively. This is a first estimate, since the extra current is not fed back into the heating. Including that feedback, with the whole film at the centre temperature, changes little at 4 V, but at 8 V the temperature rise becomes about 15 K and the mobility increase 43%. Without feedback the rise is proportional to $a$; with feedback it grows faster. At 8 V this estimate has no steady temperature rise below 200 K once $a$ exceeds about 0.16 mm. The effects also reinforce each other: with the field-dependent mobility used above, the 8 V rise for $a=0.10$ mm becomes about 40 K, and the low-temperature steady state is already lost at $a\approx0.103$ mm, where the rise reaches about 54 K. The 8 V currents calculated at 300 K therefore assume that heating is kept small, for example by short voltage pulses.

**Breakdown.** At 8 V the anode field is 0.38 of an assumed rough breakdown field of 1 MV/cm. The example stays below that field, but a much higher voltage would not.

## Values computed for the example and the checks

```
film thickness: 300 nm
dielectric constant: 4.0
mobility: 1.0e-03 cm2/Vs
background density: 1.0e+16 cm^-3
temperature: 300 K
voltage unit e n0 L^2/eps: 4.0714 V
same voltage unit, Gaussian: 0.013581 statvolt
current unit: 0.21744 A/cm2
largest error, law vs integration: 1.4e-11
V (V) | J (A/cm2) | u at anode | log slope
0.5 | 0.02858 | 0.99982 | 1.0754
1.0 | 0.06207 | 0.98880 | 1.1753
2.0 | 0.14848 | 0.90661 | 1.3519
4.0 | 0.40713 | 0.71252 | 1.5574
8.0 | 1.27655 | 0.47607 | 1.7314
4 V: reduced voltage phi: 0.98246
4 V: w: 0.53408
4 V: v: 0.28024
4 V: anode field: 0.1811 MV/cm
4 V: anode density: 1.403e+16 cm^-3
4 V: n=2 n0 at x: 108.5 nm
crossing voltage of limiting laws: 3.619 V
true J / either law at crossing: 1.8050
largest excess of summed laws: 11.70 %
phi at largest excess: 0.525
low-V closed form error, phi=0.1: 3.3e-06
high-V three-term error, phi 1-100: 0.44 %
high-V constant at phi=50: 0.05814 (7/120=0.05833)
thermal voltage: 25.85 mV
contact density: 1.0e+18 cm^-3
J with diffusion / Lampert J, 1 V: 1.2442
J with diffusion / Lampert J, 4 V: 1.1575
J with diffusion / Lampert J, 8 V: 1.1043
same at 8 V, thermal voltage / 4: 1.0370
mobility field coefficient: 1.0e-03 (cm/V)^0.5
J ratio, field-dependent mobility, 4 V: 1.3913
J ratio, field-dependent mobility, 8 V: 1.5748
filled-trap density: 1.0e+15 cm^-3
J ratio with filled traps, 4 V: 0.9559
disc radius: 0.10 mm
glass heat conductivity: 1.0 W/(m K)
mobility activation energy: 0.20 eV
heating at 4 V: 1.63 K; mobility ratio 1.043
heating at 8 V: 10.21 K; mobility ratio 1.290
rough breakdown field: 1.0 MV/cm
8 V anode field / breakdown field: 0.379
```
